# Gate Leakage from Quasi-Bound Inversion Subbands: Charge over Lifetime, part 2

Electrons in the subbands of a semiconductor inversion layer ($z>0$) leak through an oxide ($-d<z<0$) into a gate whose states are taken as empty. Energies are measured from the conduction edge at the semiconductor surface, and $q>0$. Subband $i$ has energy $E_i$, sheet density $N_i$ and lifetime $\tau_i=\hbar/\Gamma_i$, where the complex energy is $E_i-\tfrac{i}{2}\Gamma_i$:

$$J=q\sum_i \frac{N_i}{\tau_i},\tag{1}$$

$$\tau_i=\frac{t_i}{T_i}.\tag{7}$$

Here $T$ is the transmission and $t$ the classical round-trip time:

$$t=\oint\frac{dz}{|v_z|}=2\int_0^{z_t}\frac{dz}{v(z)},\qquad v(z)=\sqrt{\frac{2[E-V(z)]}{m}},\qquad V(z_t)=E.\tag{6}$$

In the linear well, $V=qFz$,

$$t=\frac{2p}{qF}=\frac{2\sqrt{2mE}}{qF}.\tag{8}$$

The masses along $z$ are $m$ (well) and $m_{\rm ox}$ (oxide); $m_0$ is the free-electron mass. The surface wave number is $k=\sqrt{2mE}/\hbar$, with $p=\hbar k$ and $v_s=p/m$. The mean force $\langle V'\rangle$ is weighted with $\psi^2$ (quantum) or time-averaged (classical). With well norm $P_w$ and incident amplitude $a$,

$$\frac{\hbar^2}{2m}\left[\psi'(0)^2+k^2\psi(0)^2\right]=\langle V'\rangle P_w.\tag{3}$$

$$j_{\rm in}=\frac{\hbar k}{m}|a|^2=\frac{\hbar k}{m}\,\frac{m\langle V'\rangle P_w}{2\hbar^2k^2}
=\frac{\langle V'\rangle}{2p}P_w,\qquad p=\hbar k.\tag{4}$$

Equation (4) drops $T/2$ from a factor $1-T/2$ multiplying $|a|^2$.

The oxide potential is $\Phi+qF_{\rm ox}z$, and $s=-z$. The decay constant $\kappa=\sqrt{2m_{\rm ox}(\Phi-E-qF_{\rm ox}s)}/\hbar$ is $\kappa_0$ at the semiconductor and $\kappa_1$ at the gate; $v_{0,1}=\hbar\kappa_{0,1}/m_{\rm ox}$, $\rho=v_s/v_0$, and $v_g$ is the gate velocity. The time in the barrier is $t_b$:

$$t_b=\frac{\hbar\rho}{(1+\rho^2)(\Phi-E)},\qquad \tau=\frac{t+t_b}{T}.\tag{9}$$

$$T=\frac{4v_sv_0}{v_s^2+v_0^2}\;\frac{4v_gv_1}{v_g^2+v_1^2}\;e^{-2W}.\tag{10}$$

$$2W=\frac{4\sqrt{2m_{\rm ox}}}{3\hbar qF_{\rm ox}}\left[(\Phi-E)^{3/2}-(\Phi-E-qF_{\rm ox}d)^{3/2}\right].\tag{11}$$

For $v_s\ll v_0$,

$$\frac1\tau\simeq\frac{2qF}{mv_0}\;\frac{4v_gv_1}{v_g^2+v_1^2}\;e^{-2W}.\tag{12}$$

With $\ell^3=\hbar^2/(2mqF)$ and $x=E/(qF\ell)$, the levels obey

$$\frac{{\rm Ai}'(-x)}{\ell m}=\frac{\kappa_0}{m_{\rm ox}}{\rm Ai}(-x)
\quad\Rightarrow\quad
\frac{{\rm Ai}'(-x)}{{\rm Ai}(-x)}=\frac{\ell\kappa_0m}{m_{\rm ox}}.\tag{13}$$

A hard wall gives ${\rm Ai}(-x)=0$; to first order, finite $\kappa_0$ lowers this level by $qF\delta$, $\delta=m_{\rm ox}/(m\kappa_0)$.

Parallel motion has wave number $k_\parallel$, energy $E_\parallel$ and semiconductor mass $m_\parallel$. For $g_v$ valleys, density-of-states mass $m_d$, Fermi level $E_F$ and lattice temperature $T_L$,

$$N_i=\frac{g_vm_d}{\pi\hbar^2}\int_0^\infty\frac{dE_\parallel}{1+e^{(E_i+E_\parallel-E_F)/k_BT_L}}
=\frac{g_vm_dk_BT_L}{\pi\hbar^2}\ln\!\left[1+e^{(E_F-E_i)/k_BT_L}\right],\tag{14}$$

with $\sum_iN_i=N_{\rm inv}$. For depletion density $N_{\rm dep}$ and permittivities $\epsilon_{\rm ox}$, $\epsilon_s$, Gauss's law gives $\epsilon_{\rm ox}F_{\rm ox}=q(N_{\rm dep}+N_{\rm inv})$ and

$$F=\frac{q}{\epsilon_s}\left(N_{\rm dep}+\tfrac12N_{\rm inv}\right).\tag{15}$$

### Parameters

The example is a test capacitor with a 2.0 nm silicon dioxide tunnel oxide, of the kind used in charge-trap memory, on an inverted (100) silicon surface. The oxide field is 5.0 MV/cm and the temperature 300 K. All material parameters are rough typical values: $\Phi=3.1$ eV, $m_{\rm ox}=0.50\,m_0$, and relative permittivities 3.9 and 11.7. The depletion density is $2.0\times10^{12}$ cm$^{-2}$.

The gate is aluminium with a 3.2 eV barrier to the oxide and mass $m_0$. Its free-electron Fermi energy, 11.65 eV, follows from three conduction electrons per atom and the lattice constant 0.405 nm. It fixes $v_g$.

Silicon has two ladders of subbands here. The unprimed ladder has two valleys with $m=0.916\,m_0$ and $m_d=0.190\,m_0$. The primed ladder has four valleys with $m=0.190\,m_0$ and $m_d=0.417\,m_0$. Four levels of each are kept.

Gauss's law gives $N_{\rm inv}=8.78\times10^{12}$ cm$^{-2}$, and (15) gives $F=0.988$ MV/cm, so $qF=0.0988$ eV/nm.

### The lowest unprimed subband

Equation (13) gives $E=0.1645$ eV, compared with 0.1731 eV for a hard wall. The first-order estimate uses $\delta=0.50/(0.916\times6.207)=0.088$ nm and a shift of $0.088\times0.0988=0.0087$ eV, close to the calculated 0.0086 eV.

With $k=1.989$ nm$^{-1}$ the round-trip time is

$$t=\frac{2(6.582\times10^{-16}\,{\rm eV\,s})(1.989\,{\rm nm}^{-1})}{0.0988\,{\rm eV/nm}}=26.5\ {\rm fs}.$$

The decay constants are $\kappa_0=6.207$ and $\kappa_1=5.040$ nm$^{-1}$. The barrier above the level is 2.9355 eV at silicon and 1.9355 eV at the gate. Since $\sqrt{2m_{\rm ox}}(\Phi-E)^{3/2}/\hbar=\kappa_0(\Phi-E)$, and similarly at the gate, (11) gives

$$2W=\frac43\,\frac{6.207\times2.9355-5.040\times1.9355}{0.5}=22.57.$$

The two face factors are 0.679 and 1.685, so

$$T=0.679\times1.685\times e^{-22.574}=1.80\times10^{-10},\qquad
\tau=\frac{26.5\times10^{-15}\,{\rm s}}{1.80\times10^{-10}}=1.47\times10^{-4}\,{\rm s}.$$

With $N=6.51\times10^{12}$ cm$^{-2}$ this subband carries

$$\frac{qN}{\tau}=\frac{(1.602\times10^{-19}\,{\rm C})(6.51\times10^{12}\,{\rm cm^{-2}})}{1.47\times10^{-4}\,{\rm s}}=7.1\times10^{-3}\ {\rm A/cm^2}.$$

### The primed ladder and the total

For the lowest primed subband $E=0.2530$ eV, $t=14.97$ fs and $T=6.20\times10^{-10}$, hence $\tau=2.41\times10^{-5}$ s. It holds $2.16\times10^{12}$ cm$^{-2}$ and carries $1.43\times10^{-2}$ A/cm$^2$. The other levels together add about $2\times10^{-4}$ A/cm$^2$, and

$$J=2.16\times10^{-2}\ {\rm A/cm^2}=216\ {\rm A/m^2}.$$

The primed ladder holds 25% of the charge and carries 66% of the current. Its lowest level leaks 6.1 times faster per electron than the lowest unprimed one. Equation (12), with the factor $1/(1+\rho^2)$ restored, explains this ratio. The masses contribute $0.916/0.190=4.8$. The values $\rho=0.175$ and $0.484$ contribute $1.031/1.234=0.84$. For the exponent, differentiate (11):

$$-\frac{d(2W)}{dE}=\frac{2(\kappa_0-\kappa_1)}{qF_{\rm ox}}=\frac{2(6.207-5.040)}{0.5}=4.67\ {\rm eV^{-1}}.$$

The energy difference of 0.0885 eV thus contributes about $e^{0.413}=1.5$. The product is 6.1; the changes in $v_0$ and in the gate factor nearly cancel. These numbers belong to the linear well, which gives both ladders the same force. In a self-consistent Hartree well with the same finite barrier, where the primed electrons lie deeper and feel a weaker mean force, the primed ladder holds about 34% of the charge and its lowest level leaks about 4.0 times faster per electron; its share of the current stays near 67%. The energy factor 1.5 also depends on the parabolic oxide dispersion: a two-band form with a 9 eV gap and the same exponent for the lowest level gives about 1.3.

The finite barrier height also affects the populations. It lowers the first primed level by 39.5 meV and the first unprimed one by 8.6 meV. With hard-wall energies the total falls to $1.64\times10^{-2}$ A/cm$^2$ at the same sheet charge, although the higher energies would raise the leakage per electron in both of these levels. The fall comes from the loss of charge from the fast-leaking primed ladder.

### Tests of the lifetime law

The complex energies were also computed by matching Airy functions in the well and oxide to an outgoing gate wave. This keeps the sloping barrier without a semiclassical approximation. With the same $N_i$, these resonances give $2.175\times10^{-2}$ A/cm$^2$; the semiclassical formula is 0.6% lower.

The sources of error can be separated by using the transmission from the same Airy matching. The rate from the resonance, divided by $T/t$, is 0.9985 for the lowest unprimed level and 0.9938 for the lowest primed one. The barrier times from (9) are 0.038 and 0.091 fs. Replacing $t$ by $t+t_b$ changes the ratios to 0.99996 and 0.9998. The semiclassical $T$ itself is about 1% below the matched value for both levels. Leaving out $t_b$ partly compensates for this, especially in the primed level.

A thinner barrier shows where weak transmission fails. With $d=0.2$ nm, and the well and oxide field unchanged, $T=0.098$ for the lowest unprimed level. The rate is then 5.1% above $T/t$. Keeping the term $T/2$ dropped before (4) multiplies the rate by $1/(1-T/2)=1.051$. The barrier norm and other corrections have not been separated here, so this close agreement does not show that the term is the entire correction.

The replacement of the quantum force by the classical one has to be tested in a curved well. A self-consistent solution of the Schrödinger and Poisson equations was computed with a hard wall and the same sheet charges. In its lowest unprimed level the quantum mean force is 0.1105 eV/nm and the classical mean 0.1068 eV/nm. In the lowest primed level they are 0.0647 and 0.0622 eV/nm. The classical attempt rate is therefore 3% to 4% too low. The force identity (3) is exact for a hard wall too; on the grid used, with a spacing of 0.05 nm, it is reproduced to about 0.2% in the first level and 0.07% in the second, and the deviations shrink on a finer grid.

### Size of the neglected effects

**Curved well.** With hard walls in both cases and lifetimes from (7), the self-consistent well gives 1.22 times the leakage of the linear well at the same charge. With the quantum mean force in place of the classical one, the factor is about 1.27. With the finite barrier in both wells the factor is about 1.19. The linear approximation to the potential thus costs far more accuracy than the lifetime law. These self-consistent wells contain the Hartree potential only. A rough local exchange-correlation potential lowers the self-consistent current by about a quarter, to about 0.9 of the linear-well value, so the sign of the net correction is not settled here.

**Parallel mass.** The unprimed valleys are centred at $k_\parallel=0$. If $k_\parallel$ and the total energy are conserved, their oxide decay constant obeys

$$\kappa^2=\frac{2m_{\rm ox}}{\hbar^2}\left[\Phi+qF_{\rm ox}z-E_i-E_\parallel\left(1-\frac{m_\parallel}{m_{\rm ox}}\right)\right],$$

because the parallel kinetic energy in the oxide is $E_\parallel m_\parallel/m_{\rm ox}$. For $m_\parallel=0.19\,m_0$ parallel motion lowers the effective barrier. Averaged over the occupied states, the rate of the lowest unprimed level rises by a factor 1.12. The primed valleys are centred at a large $k_\parallel$. If this were strictly conserved, the parallel energy in the oxide would, in the same parabolic model, raise their barrier by several eV and nearly stop their leakage. The primed currents given here therefore assume that disorder at the interface and in the oxide removes this restriction without reducing $T$.

**Image force.** An electron in the oxide is attracted by the metal and, more weakly, by the silicon. Keeping the nearest image in each, the barrier falls by

$$\frac{q^2}{16\pi\epsilon_{\rm ox}}\left[\frac{1}{2s}+\frac{1}{d-s}\right],$$

where $1/2=(11.7-3.9)/(11.7+3.9)$. With the static permittivity, and a barrier cut off where it would fall below the electron energy, the exponential factor of the lowest unprimed level rises by a factor of 8.6. This is only a rough estimate, since further images and the frequency dependence of the permittivity are left out. The second omission matters more: a high-frequency permittivity near 2 would make the factor several times larger. If $m_{\rm ox}$ or $\Phi$ has been fitted to measured currents with a plain trapezoid, adding the image force afterwards would count part of it twice.

**Oxide parameters.** Changing $m_{\rm ox}$ from 0.50 to $0.40\,m_0$ raises the current tenfold. Adding 0.1 nm of oxide at the same field multiplies it by 0.37, in agreement with $e^{-2\kappa_1(0.1\,{\rm nm})}=0.365$.

**Temperature.** At 358 K, with charge and fields held fixed, the current is 1.14 times its value at 300 K. The model changes only the populations, not the material parameters.

**Gate and valence electrons.** The gate Fermi level lies at $-1.10$ eV and that of silicon at $+0.20$ eV, so the applied voltage is 1.30 V. The gate occupation at the lowest subband is about $6\times10^{-22}$, and return tunnelling at this energy is negligible. With a rough gap of 1.12 eV, the silicon valence edge at the surface lies just 0.02 eV below the gate Fermi level. Valence electrons near the edge can therefore find some empty gate states. In the parabolic oxide model their barrier exponential is about 0.005 of that for the lowest unprimed level. These electrons lie near the middle of the oxide gap, where that model overestimates the decay constant; a two-band dispersion with a 9 eV gap, matched to the same exponent for the lowest unprimed level, gives about 0.08. Their supply was not calculated, so this is not a current ratio.

### The real tunnel oxide

The thickness, masses and barriers are plausible for a thin silicon dioxide tunnel layer. The field is half of a rough breakdown field of 10 MV/cm. The aluminium gate belongs to a test capacitor: in a charge-trap cell the tunnel oxide borders a trapping dielectric, so the outgoing metal wave and its face factor must be replaced. A thicker or layered tunnel dielectric would also need its own transmission. Real oxides break the assumption of a uniform, trap-free layer. At fixed oxide field, a thickness error of 0.1 nm alone changes the result by about a factor of 2.7; at fixed voltage the change is larger, because the field and the inversion charge change as well. Trap-assisted leakage adds a further path, whose size this model does not give. Given the sensitivities to oxide mass and image force, the absolute value $2\times10^{-2}$ A/cm$^2$ is uncertain by at least an order of magnitude, even though the lifetime law is accurate to about a percent in the linear well.

The steady current also needs a supply of electrons. The inversion charge is $1.41\times10^{-6}$ C/cm$^2$; at the calculated current it would be lost in about 65 µs. A capacitor without contacts to the inversion layer must replace it by carrier generation. If generation is too slow, the inversion density and oxide field do not keep the values assumed here.

### Implementation

1. Fix $F_{\rm ox}$ and $N_{\rm dep}$, and obtain $N_{\rm inv}$ and $F$ from Gauss's law and (15).
2. Solve (13) for each ladder. Each root lies between a zero of ${\rm Ai}'(-x)$ and the next larger zero of ${\rm Ai}(-x)$.
3. Find $E_F$ from (14) and the total inversion density.
4. Check that $\Phi-E_i-qF_{\rm ox}d>0$ and $T_i\ll1$, then evaluate (8), (10) and (11) and sum (1).

For a curved well, compute its levels and replace (8) by (6). The integrand of (6) diverges at the turning point. The substitution $z=z_t(1-u^2)$ gives $dz=-2z_tu\,du$, while $v$ vanishes in proportion to $u$, so the new integrand is finite. In the linear well this quadrature reproduces (8) to within $10^{-5}$, relative to (8), for the lowest level of each ladder.

A direct search for complex resonances must converge very tightly; the program carries it out with 30 digits, which leaves an ample margin. For the lowest unprimed level $\Gamma=4.5\times10^{-12}$ eV, about $3\times10^{-11}$ of the energy, so a stopping tolerance that is harmless in $E$ can spoil $\Gamma$. Formula (7) avoids this difficulty because it computes the small factor $T$ separately. The numerical output below lists all eight subbands.

## Numbers as computed

```
Oxide: thickness 2.0 nm, field 5.0 MV/cm, barrier 3.1 eV, mass 0.50 m0
Relative permittivities: oxide 3.9, silicon 11.7; temperature 300 K
Aluminium: lattice constant 0.405 nm, Fermi energy 11.65 eV, barrier to oxide 3.2 eV
Sheet densities: depletion 2.00e+12, inversion 8.776e+12 cm^-2
Mean field in linear well: 0.9880 MV/cm
unprimed: m_z 0.916, density mass 0.190 m0, valleys 2, Airy energy 0.0740 eV, length 0.7495 nm
unprimed: lowest hard-wall energy 0.1731 eV
primed: m_z 0.190, density mass 0.417 m0, valleys 4, Airy energy 0.1251 eV, length 1.2661 nm
primed: lowest hard-wall energy 0.2925 eV
Silicon Fermi level: 0.1996 eV above surface band edge
Lowest unprimed level: surface wave number 1.9889 nm^-1
  oxide kappa at silicon 6.207, at gate 5.040 nm^-1
  exponent 22.574, face factors 0.6789 (silicon), 1.6848 (gate)
Subband: E(eV) | t(fs) | T | tau(s) | N(cm^-2) | J(A/cm^2)
unprimed 0: 0.1645 | 26.50 | 1.797e-10 | 1.474e-04 | 6.512e+12 | 7.077e-03
unprimed 1: 0.2940 | 35.42 | 4.325e-10 | 8.190e-05 | 1.054e+11 | 2.061e-04
unprimed 2: 0.4000 | 41.32 | 8.252e-10 | 5.007e-05 | 1.769e+09 | 5.662e-06
unprimed 3: 0.4936 | 45.90 | 1.429e-09 | 3.213e-05 | 4.726e+07 | 2.357e-07
primed 0: 0.2530 | 14.97 | 6.204e-10 | 2.412e-05 | 2.157e+12 | 1.432e-02
primed 1: 0.4727 | 20.46 | 2.070e-09 | 9.882e-06 | 4.666e+08 | 7.566e-06
primed 2: 0.6525 | 24.03 | 5.256e-09 | 4.573e-06 | 4.452e+05 | 1.560e-08
primed 3: 0.8113 | 26.80 | 1.197e-08 | 2.240e-06 | 9.553e+02 | 6.833e-11
Total leakage: formula 2.1621e-02, exact resonances 2.1752e-02 A/cm^2
Primed ladder: share of charge 0.246, share of current 0.663
unprimed 0 exact: E 0.16447 eV, Gamma 4.5118e-12 eV, tau 1.4589e-04 s, T 1.8189e-10
  time in barrier 0.0380 fs; exact rate / law: 0.99853 without it, 0.99996 with it
primed 0 exact: E 0.25271 eV, Gamma 2.7388e-11 eV, tau 2.4033e-05 s, T 6.2625e-10
  time in barrier 0.0906 fs; exact rate / law: 0.99382 without it, 0.99984 with it
Thin 0.2 nm barrier: T 0.0976, exact rate / law 1.0513
Curved well, unprimed 0: mean force quantum 0.11050, classical 0.10683 eV/nm; identity ratio 1.00201
Curved well, primed 0: mean force quantum 0.06465, classical 0.06222 eV/nm; identity ratio 1.00068
Hard-wall leakage: linear well 1.638e-02, self-consistent well 2.001e-02 A/cm^2, ratio 1.221
Parallel-mass mismatch, unprimed 0: rate factor 1.122
Image force (static permittivity), unprimed 0: rate factor 8.57
Oxide mass 0.40 instead of 0.50 m0: current factor 9.99
Oxide thicker by 0.1 nm, same field: current factor 0.370
358 K instead of 300 K, same charge: current factor 1.141
Gate Fermi level -1.100 eV; applied voltage 1.300 V
Gate occupation at lowest subband: 5.71e-22
Valence edge (rough gap 1.12 eV): exponential factor relative to unprimed 0 4.73e-03
Oxide field / rough breakdown field of 10 MV/cm: 0.50
```
